# The Electron-Hole Coulomb Coefficient in an Infinite Spherical Well

**Q:** A small semiconductor crystallite holds one electron and one hole. People write their attraction as a pure number divided by \(\varepsilon R\). Why should one number serve for every material?

**A:** It does so within a particular model. Both particles are confined to the same sphere of radius \(R\) by impenetrable walls. Each has a parabolic, isotropic band, with masses \(m_e\) and \(m_h\), and one static dielectric constant \(\varepsilon\) screens their attraction everywhere. In atomic units, with energy measured from the bulk band gap,

\[
H=-\frac{\nabla_e^2}{2m_e}-\frac{\nabla_h^2}{2m_h}-\frac{1}{\varepsilon|\mathbf r_e-\mathbf r_h|},\qquad r_e,r_h<R .
\]

The wave function vanishes when either particle reaches the wall. I treat the last term to first order and keep the direct Coulomb energy, leaving out electron-hole exchange. Whether the number is universal depends on whether the unperturbed densities contain the masses.

**Q:** Surely they do. A heavy hole should sit differently from a light electron.

**A:** Solve for one particle of mass \(m\). Write \(\psi=u(r)/r\) for a state without angular dependence. Since \(\nabla^2(u/r)=u''/r\), the Schrödinger equation inside becomes

\[
-\frac{u''}{2m}=Eu,\qquad u''=-k^2u,\qquad k^2=2mE .
\]

Finiteness of \(\psi\) at the centre requires \(u(0)=0\), which leaves \(u=N\sin kr\). The wall requires \(\sin kR=0\), so the lowest solution has \(k=\pi/R\). States with angular momentum \(l>0\) have an added positive term \(l(l+1)/(2mr^2)\) in the radial equation, so their lowest energies are higher. Normalization gives

\[
1=4\pi N^2\int_0^R\sin^2\frac{\pi r}{R}\,dr=2\pi RN^2 .
\]

Hence

\[
\psi(r)=\frac{1}{\sqrt{2\pi R}}\frac{\sin(\pi r/R)}{r},\qquad E=\frac{\pi^2}{2mR^2}.
\]

The mass sets the energy but has dropped out of the orbital, because the wall alone fixes \(k\). Electron and hole therefore have identical densities. A wall of finite height would spoil this, since the leakage depends on mass.

**Q:** Then what exactly is the first-order energy?

**A:** It is the expectation value of the attraction in the product \(\Psi_0=\psi(r_e)\psi(r_h)\). To see this, multiply the attraction \(V\) by a parameter \(\lambda\). For a normalized eigenstate, \(dE/d\lambda=\langle\Psi|V|\Psi\rangle\), because the terms from the change of \(\Psi\) add up to \(E\,d\langle\Psi|\Psi\rangle/d\lambda=0\). At \(\lambda=0\) the state is \(\Psi_0\). Spin labels do not matter here, since the direct interaction acts equally on all of them.

Now set \(\mathbf r=R\mathbf x\). The inverse distance supplies a factor \(1/R\), and the probabilities remain normalized in the scaled variables. Thus

\[
E_1=-\frac{A}{\varepsilon R},\qquad
A=\left\langle\frac{1}{|\mathbf x_e-\mathbf x_h|}\right\rangle .
\]

No mass, radius or dielectric constant is left in \(A\).

**Q:** That is a six-dimensional integral with a singularity where the particles meet. How do you tame it?

**A:** Both densities are spherical, so average over the angle first. Let the scaled radii be \(x\) and \(y\), let \(c\) be the cosine of the angle between the two positions, and let \(s\) be their distance:

\[
s^2=x^2+y^2-2xyc,\qquad s\,ds=-xy\,dc .
\]

As \(c\) runs from \(-1\) to \(1\), \(s\) falls from \(x+y\) to \(|x-y|\). Reversing the limits absorbs the minus sign:

\[
\frac12\int_{-1}^{1}\frac{dc}{s}
=\frac{1}{2xy}\int_{|x-y|}^{x+y}ds
=\frac{\min(x,y)}{xy}=\frac{1}{\max(x,y)} .
\]

The middle step uses \(x+y-|x-y|=2\min(x,y)\). The singularity has gone: the factor \(s\) in the measure cancels it.

The probability density for the scaled radius is

\[
p(x)=4\pi r^2|\psi|^2R=2\sin^2\pi x=1-\cos2\pi x,
\]

where the factor \(R\) comes from \(dr=R\,dx\). Therefore

\[
A=\int_0^1\!\!\int_0^1\frac{p(x)p(y)}{\max(x,y)}\,dx\,dy .
\]

**Q:** You still have two integrals, and the integrand changes form on the diagonal.

**A:** Split the square there. The regions \(y<x\) and \(y>x\) contribute equally, because exchanging \(x\) and \(y\) maps one onto the other. In the first, \(\max(x,y)=x\), and the inner integral is the probability enclosed within \(x\):

\[
Q(x)=\int_0^x p(y)\,dy=x-\frac{\sin2\pi x}{2\pi}.
\]

So

\[
A=2\int_0^1\frac{p(x)Q(x)}{x}\,dx
=2\int_0^1(1-\cos2\pi x)\left(1-\frac{\sin2\pi x}{2\pi x}\right)dx .
\]

Multiplying out the brackets gives four terms:

\[
A=2\int_0^1\left[1-\cos2\pi x-\frac{\sin2\pi x}{2\pi x}
+\frac{\sin2\pi x\cos2\pi x}{2\pi x}\right]dx .
\]

The first integrates to 1. The second gives zero over a full period. For the others define

\[
\mathrm{Si}(z)=\int_0^z\frac{\sin t}{t}\,dt .
\]

With \(t=2\pi x\), \(dx/x=dt/t\), so \(\int_0^1\sin(2\pi x)\,dx/x=\mathrm{Si}(2\pi)\). In the last term use \(\sin2\pi x\cos2\pi x=\tfrac12\sin4\pi x\), then \(t=4\pi x\); its integral over \(dx/x\) is \(\tfrac12\mathrm{Si}(4\pi)\). Restoring the factors \(1/(2\pi)\),

\[
A=2\left[1-\frac{\mathrm{Si}(2\pi)}{2\pi}+\frac{\mathrm{Si}(4\pi)}{4\pi}\right]
=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}.
\]

**Q:** And the number? I do not carry sine integrals in my head.

**A:** Expand \(\sin t/t\) in powers and integrate term by term:

\[
\mathrm{Si}(z)=\sum_{n=0}^{\infty}\frac{(-1)^n z^{2n+1}}{(2n+1)(2n+1)!}.
\]

This gives \(\mathrm{Si}(2\pi)=1.418152\) and \(\mathrm{Si}(4\pi)=1.492161\). Then

\[
A=2-0.451412+0.237485=1.786073 .
\]

This is the Brus coefficient, about 1.786. It belongs to the radius. In terms of the diameter \(D=2R\), the same energy is \(-2A/(\varepsilon D)\), with coefficient 3.572.

**Q:** A factor of two could still be hiding in the symmetry argument. Is there another way to see the size of the answer?

**A:** Use the electric field, which needs no splitting of the square. In scaled variables, let two unit clouds of the same sign have densities \(\rho_e,\rho_h\), potentials \(\phi_e,\phi_h\) and fields \(\mathbf F=-\nabla\phi\). Their mutual energy is \(A\). With \(\nabla\cdot\mathbf F_e=4\pi\rho_e\), and no surface term at infinity,

\[
A=\int\rho_e\phi_h\,dV=\frac1{4\pi}\int\phi_h\,\nabla\cdot\mathbf F_e\,dV
=\frac1{4\pi}\int\mathbf F_e\cdot\mathbf F_h\,dV .
\]

By Gauss's law each field is radial with size \(Q/x^2\), where \(Q=1\) outside the sphere. Since \(dV=4\pi x^2dx\), the integral becomes \(\int_0^\infty Q^2dx/x^2\). The outside part is \(\int_1^\infty dx/x^2=1\), so \(A=1+\int_0^1Q^2dx/x^2\).

Compare this with the earlier formula. Since \(p=Q'\), its integrand \(2QQ'/x\) equals \((Q^2)'/x\). Integration by parts gives

\[
A=\left[\frac{Q^2}{x}\right]_0^1+\int_0^1\frac{Q^2}{x^2}\,dx
=1+\int_0^1\frac{Q^2}{x^2}\,dx .
\]

At the wall \(Q=1\). Near the centre \(Q\approx2\pi^2x^3/3\), so the lower boundary term vanishes. The two routes agree, which confirms the factor of two from the symmetry argument. The inside integral is 0.786073, which restores the same \(A\).

A uniform cloud makes a useful comparison. It has \(p=3x^2\) and \(Q=x^3\), so its coefficient is \(1+\int_0^1x^4dx=6/5\). The quantum density vanishes at the wall and encloses more charge at a given radius, which raises the inside integral.

Two numerical tests do not use the closed form. Direct quadrature over both radii and the distance gives 1.786073. Diagonalizing the two-particle s-wave problem on a grid of 60 by 60 interior points, with \(R=1\), \(\varepsilon=1\), masses 0.27 and 0.4, and the attraction multiplied by \(+1\) and then \(-1\), gives 1.786343 from half the energy difference. The departure is 0.015% of \(A\); it contains the grid error and odd terms beyond first order. Restricting to s waves leaves the first-order term intact, because the other angular parts of the interaction average to zero in \(\Psi_0\).

**Q:** The attraction is singular and grows as the sphere shrinks. Why is first order good for small spheres rather than large ones?

**A:** Confinement grows faster. With \(1/\mu=1/m_e+1/m_h\), the two kinetic energies add to \(\pi^2/(2\mu R^2)\), and

\[
\frac{|E_1|}{E_{\rm conf}}
=\frac{A}{\varepsilon R}\,\frac{2\mu R^2}{\pi^2}
=\frac{2A}{\pi^2}\,\frac{\mu R}{\varepsilon}.
\]

The combination \(a=\varepsilon/\mu\) is the exciton Bohr radius, so the expansion is meant for \(R\) small compared with \(a\).

Scaling also gives the form of the next term. In the variables \(\mathbf x\),

\[
H=\frac1{R^2}\left[h_0-\frac R\varepsilon\frac1{|\mathbf x_e-\mathbf x_h|}\right],
\]

where \(h_0\) is the kinetic operator in the unit sphere. Second order carries \((R/\varepsilon)^2\) inside the bracket, so

\[
E_2=-\frac{C}{\varepsilon^2}.
\]

At fixed masses this does not depend on \(R\). It is negative because each excited state contributes a squared matrix element divided by a negative energy difference. Physically, the particles adjust to stay closer together. Unlike \(A\), the coefficient \(C\) depends on the masses.

**Q:** What goes wrong if I use the first-order formula for a large sphere anyway?

**A:** It misses the bound exciton. As \(R\to\infty\), relative motion becomes hydrogenic, with energy \(-\mu/(2\varepsilon^2)\), whereas the first-order total tends to zero. Even its lowest value is too shallow. Setting the derivative of

\[
E(R)=\frac{\pi^2}{2\mu R^2}-\frac{A}{\varepsilon R}
\]

to zero gives \(R=\pi^2\varepsilon/(\mu A)\). Substitution gives

\[
E_{\min}=\frac{\mu A^2}{2\pi^2\varepsilon^2}-\frac{\mu A^2}{\pi^2\varepsilon^2}
=-\frac{\mu}{2\varepsilon^2}\frac{A^2}{\pi^2}.
\]

Since \(A^2/\pi^2=0.323\), the formula recovers at most about a third of the bulk exciton binding. The negative minimum shows that even an uncorrelated product can bind, but too weakly. In a large crystal the true state ties the electron's position to the hole's while the pair as a whole spreads through the sphere, and a product of two separate orbitals cannot do both.

**Q:** Give me a case with numbers, preferably one an etching engineer would recognize.

**A:** Take \(R=20\) Å (2 nm) and \(\varepsilon=12\), round values in the rough regime of crystallites left by porous-silicon etching. Let the electron mass be 0.2 along two axes and 0.9 along the third, in free-electron masses, and let the hole mass be 0.4.

The isotropic formula needs one electron mass. In a spherical orbital \(\langle p_x^2\rangle=\langle p_y^2\rangle=\langle p_z^2\rangle\), so the mean kinetic energy contains the average inverse mass:

\[
\frac1{m_e}=\frac13\left(\frac1{0.2}+\frac1{0.2}+\frac1{0.9}\right),\qquad m_e=0.270 .
\]

Then \(\mu=0.270\times0.4/0.670=0.161\), and \(a=39.4\) Å. The radius is about half of \(a\), so the expansion parameter is moderate rather than tiny.

The confinement energies are 0.348 eV for the electron and 0.235 eV for the hole, 0.583 eV together. The unscreened energy \(e^2/R\) is 0.720 eV, hence

\[
E_1=-\frac{1.786\times0.720\ \text{eV}}{12}=-0.107\ \text{eV}\quad(-107\ \text{meV}).
\]

This is 18% of the confinement energy in magnitude. The sum is 0.476 eV above the bulk gap. With \(\varepsilon\) held fixed, the Coulomb term is \(-0.214\) eV at 10 Å and \(-0.054\) eV at 40 Å, as \(1/R\) requires.

For these masses a variational calculation gives \(C=0.02265\), and a truncated sum over excited states gives 0.02263. The second-order energy is \(-0.0043\) eV, 4% of the first-order term. Correlation is therefore a small correction here.

**Q:** But the crystallite sits in air or oxide, not in more semiconductor. Field lines leave the sphere. Doesn't that destroy your uniform \(\varepsilon\)?

**A:** It adds a surface-polarization energy, which should be kept separate from \(A\). Put a unit charge at scaled radius \(x'\) inside, with \(\varepsilon_{\rm out}\) outside. For each angular order \(l\), the potential times \(R\) has the radial factors

\[
x'^l\left[\frac{1}{\varepsilon x^{l+1}}+\alpha_lx^l\right]\ (x'<x<1),
\qquad \frac{b_lx'^l}{x^{l+1}}\ (x>1).
\]

Continuity of potential and of normal displacement at \(x=1\) requires

\[
\frac1\varepsilon+\alpha_l=b_l,\qquad
-(l+1)+\varepsilon l\alpha_l=-\varepsilon_{\rm out}(l+1)b_l .
\]

Insert the first condition into the second and collect \(\alpha_l\):

\[
\alpha_l\left[\varepsilon l+\varepsilon_{\rm out}(l+1)\right]
=(l+1)\left(1-\frac{\varepsilon_{\rm out}}{\varepsilon}\right),
\]

\[
\alpha_l=\frac{(\varepsilon-\varepsilon_{\rm out})(l+1)}
{\varepsilon[\varepsilon l+\varepsilon_{\rm out}(l+1)]}.
\]

Each particle has a self-energy \(\tfrac12\sum_l\alpha_l x^{2l}/R\); the half appears because the charge itself induces the polarization. The two averages add to \(\sum_{l\ge0}\alpha_l\langle x^{2l}\rangle/R\). In the electron-hole image energy, the terms with \(l\ge1\) average to zero over angle, leaving \(-\alpha_0/R\). The total is

\[
E_{\rm pol}=\frac1R\sum_{l\ge1}\alpha_l\langle x^{2l}\rangle,
\]

which is positive when \(\varepsilon>\varepsilon_{\rm out}\).

For \(\varepsilon_{\rm out}=2\), the self-energies sum to \(+0.336\) eV and the electron-hole image energy is \(-0.300\) eV. The net is \(+0.036\) eV, about a third of \(|E_1|\). The large parts cancel because the pair is neutral. Someone who counts the image attraction as part of the electron-hole interaction will quote \(-0.407\) eV for it, but must then also keep the self-energies.

**Q:** I am more worried about the walls. An oxide barrier is a few electronvolts high, not infinite.

**A:** That worry is justified. Take rough barriers of 3 eV for the electron and 4 eV for the hole, with mass 1 outside. The orbital and its radial derivative divided by the mass must now be continuous at the surface. With the same radius and uniform \(\varepsilon=12\), the electron energy falls from 0.348 to 0.231 eV and the hole energy from 0.235 to 0.184 eV. The confinement total drops by 0.168 eV, more than the whole Coulomb term for these inputs. The drop depends on the assumed outside mass as well as on the barrier heights; a lighter outside mass makes it smaller.

The clouds also spread, and the Coulomb coefficient becomes 1.53. The attraction weakens to \(-0.092\) eV, 14% less in magnitude than the hard-wall value. So 1.786 is sharp as a property of the infinite well, while its third decimal has no significance for this finite one.

**Q:** And the electron mass, which you averaged? Or temperature?

**A:** Allowing the hard-wall electron cloud to distort under its two masses, with the hole kept spherical, lowers the electron energy to 0.342 eV. The coefficient rises to 1.808, about 1%. The averaged mass is adequate for these two quantities here, despite the strong anisotropy.

At 300 K the thermal energy is 0.026 eV, while the first hole excitation in the isotropic hard-wall model lies 0.246 eV above the ground state. The Boltzmann factor is about \(10^{-4}\), so thermal occupation of that level is small. This does not settle the excitations of an anisotropic electron, whose level spacing was not calculated. Nor does it hold for a real silicon hole: the coupled valence bands, with a spin-orbit splitting of only a few hundredths of an electronvolt, can give levels much closer than a single band does.

Screening matters more. Replacing \(\varepsilon=12\) by 10, at fixed radius, changes the Coulomb energy to \(-0.129\) eV, 20% larger in magnitude.

**Q:** Then may I infer the size of a porous-silicon crystallite from its emission energy with this formula?

**A:** Not from this formula alone. Crystallites a few nanometres across, a dielectric constant near 12 and the chosen electron masses are roughly typical of silicon; the single hole mass replaces coupled, warped valence bands. Real surfaces break the hard-wall and uniform-dielectric assumptions. In this example the first lowers the confinement energy by 0.168 eV and weakens the attraction by 0.015 eV, and the second adds 0.036 eV. These are separate estimates and cannot simply be combined: the polarization value assumes orbitals that vanish at the surface. For orbitals that leak through a perfectly sharp dielectric boundary, the self-energy sum diverges, so the sharp-boundary estimate cannot be extended to them. At confinement energies of a few tenths of an electronvolt the silicon bands are also no longer parabolic, which lowers the electron level by a few hundredths of an electronvolt, comparable to the polarization term. Band nonparabolicity, irregular shapes, surface states, valley coupling and exchange are still absent, and emission through a surface state need not follow the confined levels at all.

The coefficient is useful for a narrower purpose: estimating the direct attraction, with surface polarization counted separately, when both carriers occupy the lowest confined state, the radius is well below the exciton Bohr radius, and both orbitals nearly vanish at the surface. A small probability outside the sphere does not by itself guarantee the last condition. The numerical output lists the values behind each of these estimates.

## Table of computed values

```
Si(2 pi): 1.418152
Si(4 pi): 1.492161
Brus coefficient A, closed form: 1.786073
A, direct two-particle quadrature: 1.786073
A, from diagonalized energies: 1.786343
Field integral of Q^2/x^2: 0.786073
Radius: 20.0 angstrom
Radius, converted: 2.0 nm
Dielectric constant inside: 12.0
Transverse electron mass: 0.20 m0
Longitudinal electron mass: 0.90 m0
Isotropic electron mass: 0.2700 m0
Hole mass: 0.40 m0
Reduced mass: 0.1612 m0
Exciton Bohr radius: 39.39 angstrom
Electron confinement energy: 0.3482 eV
Hole confinement energy: 0.2350 eV
Total confinement energy: 0.5832 eV
Unscreened e^2/R: 0.7200 eV
First-order Coulomb energy: -0.1072 eV
Coulomb energy, converted: -107.2 meV
Coulomb/confinement magnitude: 0.1837
Confinement plus Coulomb: 0.4760 eV
Coulomb energy at R=10 angstrom: -0.2143 eV
Coulomb energy at R=20 angstrom: -0.1072 eV
Coulomb energy at R=40 angstrom: -0.0536 eV
Second-order coefficient C, variational: 0.022645
C, sum over states: 0.022634
Second-order energy: -0.00428 eV
Dielectric constant outside: 2.0
Electron-hole image energy: -0.3000 eV
Sum of both self-image energies: 0.3362 eV
Net surface-polarization energy: 0.0362 eV
Electron barrier: 3.0 eV
Hole barrier: 4.0 eV
Mass outside: 1.0 m0
Electron energy, finite barrier: 0.2308 eV
Hole energy, finite barrier: 0.1843 eV
Coulomb coefficient, finite barriers: 1.5307
Coulomb energy, finite barriers: -0.0918 eV
Electron energy, anisotropic: 0.3417 eV
Coulomb coefficient, anisotropic: 1.8081
Coulomb energy, anisotropic: -0.1085 eV
Reduced dielectric constant: 10.0
Coulomb energy, reduced dielectric constant: -0.1286 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
First hole excitation energy: 0.2458 eV
```
